# Two electrons on a sphere: direct RPA against exact correlation

## Problem

Two electrons in a spin singlet move on the surface of a sphere of radius $R$. They repel through $1/r$, where $r$ is the straight distance between them, not the distance along the surface. In Hartree atomic units

$$
H=-\frac{1}{2R^2}\left(\nabla_1^2+\nabla_2^2\right)+\frac1r ,\qquad r=R\sqrt{2-2\cos\theta},
$$

where $\nabla_i^2$ is the Laplacian on the unit sphere and $\theta$ is the angle between the electrons.

The direct random-phase approximation (dRPA) keeps the Hartree kernel and omits the exchange-correlation kernel. Its correlation energy is

$$
E_c^{\rm RPA}=\frac1{2\pi}\int_0^\infty d\omega\;
{\rm Tr}\left[\ln(1-\chi_0v)+\chi_0v\right],
$$

with $v=1/r$ and $\chi_0(i\omega)$ the spin-summed response of the Kohn–Sham system.

(a) Find the Kohn–Sham gaps, the reference energy and the Coulomb coupling of each excitation.

(b) Find the dRPA energy of each angular momentum channel $l$ in closed form.

(c) Find a radius at which the ground state has the form $1+r$, and compare the two correlation energies there.

(d) Compare the two energies as $R\to0$ and explain their ratio.

(e) Compare them at large $R$.

## Hints

1. The spatial ground state has no nodes and is unique, so it is unchanged by rotations. What does this say about the density?
2. Expand $1/r$ in Legendre polynomials, then use the addition theorem.
3. Write $1-\chi_0v$ as a ratio of two quadratics in $\omega$. The ratio of the gap to four times the coupling is a useful variable.
4. A state of zero total angular momentum depends on $r$ alone.
5. For small $R$, expand in the repulsion. For large $R$, compare the channel sum with an integral, and find where the electrons sit in the exact state.

## Solution

### (a) Reference and coupling

A rotationally invariant state has a uniform density, so the Kohn–Sham potential is constant. Both electrons occupy $\phi_0=1/\sqrt{4\pi}$, and the empty orbitals are the spherical harmonics $Y_{lm}$ with $l\ge1$. These are normalized on the unit sphere and may be taken real. The gaps are purely kinetic:

$$
\Delta_l=\frac{l(l+1)}{2R^2}.
$$

For the Coulomb expansion, put $x=\cos\theta$ and start from

$$
\frac1{\sqrt{1-2tx+t^2}}=\sum_l t^lP_l(x),\qquad 0<t<1 .
$$

Multiplying by $P_l$ and integrating gives $2t^l/(2l+1)$. Since $1-2tx+t^2\ge2t(1-x)$, the integrand has an integrable bound near $t=1$, and the limit $t\to1$ may be taken:

$$
\int_{-1}^1\frac{P_l(x)}{\sqrt{2-2x}}\,dx=\frac2{2l+1}.
$$

Every Legendre coefficient of $1/\sqrt{2-2x}$ is therefore 1, and, understood through its projections,

$$
\frac1r=\frac1R\sum_{l\ge0}P_l(\cos\theta)
=\frac1R\sum_{lm}\frac{4\pi}{2l+1}Y_{lm}(1)Y_{lm}^*(2).
$$

The transition density is $\phi_0Y_{lm}=Y_{lm}/\sqrt{4\pi}$. Its Coulomb coupling to itself is

$$
K_l=\frac1{4\pi}\,\frac1R\,\frac{4\pi}{2l+1}=\frac1{R(2l+1)},
$$

and different $(l,m)$ do not couple. The $l=0$ term gives the repulsion of two constant densities, $J=1/R$. The kinetic energy of the reference is zero, the Hartree energy is $2J$ and exchange is $-J$. The reference energy is thus $1/R$, and correlation energy below means total energy minus $1/R$, for both dRPA and the exact state.

### (b) The channel energies

Each spin contributes $-2\Delta_l/(\Delta_l^2+\omega^2)$ to the response of one component $(l,m)$. Two spins double this, so

$$
-\chi_0v\;\to\;\frac{4\Delta_lK_l}{\Delta_l^2+\omega^2},
\qquad
1-\chi_0v\;\to\;\frac{\omega^2+\Omega_l^2}{\omega^2+\Delta_l^2},
$$

with $\Omega_l^2=\Delta_l(\Delta_l+4K_l)$. Two integrals are needed:

$$
\int_0^\infty\ln\frac{\omega^2+\Omega_l^2}{\omega^2+\Delta_l^2}\,d\omega=\pi(\Omega_l-\Delta_l),
\qquad
\int_0^\infty\frac{4\Delta_lK_l}{\omega^2+\Delta_l^2}\,d\omega=2\pi K_l .
$$

The first holds because both sides vanish at $\Omega_l=\Delta_l$ and have the same derivative with respect to $\Omega_l$, namely $\int_0^\infty2\Omega_l/(\omega^2+\Omega_l^2)\,d\omega=\pi$. Dividing by $2\pi$ and counting the $2l+1$ components gives

$$
\varepsilon_l=\frac{2l+1}{2}\left(\Omega_l-\Delta_l-2K_l\right).
$$

Now set

$$
u_l=\frac{\Delta_l}{4K_l}=\frac{l(l+1)(2l+1)}{8R}.
$$

Then $\Delta_l=4K_lu_l$ and $\Omega_l=4K_l\sqrt{u_l(1+u_l)}$. With $(2l+1)K_l=1/R$,

$$
\varepsilon_l=\frac1R\left[2\sqrt{u_l(1+u_l)}-2u_l-1\right]
=-\frac1R\left(\sqrt{1+u_l}-\sqrt{u_l}\right)^2 .
$$

The dRPA correlation energy is therefore

$$
E_c^{\rm RPA}=-\frac1R\sum_{l\ge1}F(u_l),\qquad
F(u)=\left(\sqrt{1+u}-\sqrt u\right)^2=\frac1{(\sqrt{1+u}+\sqrt u)^2}.
$$

Each channel is closed, while the sum over $l$ remains a series. The last form of $F$ shows that it decreases from 1 to 0, so $-1/R<\varepsilon_l<0$. A channel with $u_l\gg1$ is stiff, its gap being large compared with the coupling. A channel with $u_l\ll1$ is soft, and its contribution tends to $-1/R$ as $u_l\to0$. The approach is slow, since $F(u)\approx1-2\sqrt u$ for small $u$; for example $F(0.01)=0.82$.

### (c) A radius with a simple exact state

Acting on a function of $x=\cos\theta$, either Laplacian gives $\frac{d}{dx}(1-x^2)\frac{d}{dx}$, as one sees by placing the other electron at the pole. The kinetic operator is therefore $-R^{-2}\frac{d}{dx}(1-x^2)\frac{d}{dx}$. From $x=1-r^2/(2R^2)$ follow

$$
\frac{d}{dx}=-\frac{R^2}{r}\frac{d}{dr},\qquad
1-x^2=\frac{r^2}{R^2}\left(1-\frac{r^2}{4R^2}\right),
$$

and the Schrödinger equation becomes

$$
-\frac1r\frac{d}{dr}\left[r\left(1-\frac{r^2}{4R^2}\right)\psi'\right]+\frac{\psi}{r}=E\psi .
$$

For $\psi=1+r$, $\psi'=1$ and the left side is

$$
-\frac1r+\frac{3r}{4R^2}+\frac1r+1=1+\frac{3r}{4R^2}.
$$

This must equal $E+Er$. Hence $E=1$ and $R^2=3/4$. The function is positive everywhere, so it cannot be orthogonal to the nodeless ground state. It is therefore the ground state.

At $R=\sqrt3/2=0.8660$ bohr the reference energy is $1/R=1.1547$ hartree, so

$$
E_c^{\rm exact}=1-1.1547=-0.1547\ \text{hartree}=-4.210\ \text{eV}.
$$

For $l=1$ the dRPA formulas give $\Delta_1=2/(2\times0.75)=1.33333$ and $K_1=1/(3\times0.8660)=0.38490$, and then

$$
\Omega_1=\sqrt{1.33333\,(1.33333+4\times0.38490)}=1.95719,
$$

$$
\varepsilon_1=\tfrac32\,(1.95719-1.33333-0.76980)=-0.2189\ \text{hartree}.
$$

The first four channels, with energies in hartree, are:

| $l$ | $\Delta_l$ | $K_l$ | $\Omega_l$ | $\varepsilon_l$ |
|---|---|---|---|---|
| 1 | 1.3333 | 0.3849 | 1.9572 | −0.2189 |
| 2 | 4.0000 | 0.2309 | 4.4379 | −0.0599 |
| 3 | 8.0000 | 0.1650 | 8.3234 | −0.0229 |
| 4 | 13.3333 | 0.1283 | 13.5875 | −0.0109 |

They sum to $-0.3126$, and all higher channels add $-0.0198$. The total is $E_c^{\rm RPA}=-0.3324$ hartree, or $-9.046$ eV. This is 2.149 times the exact correlation energy, and the $l=1$ channel alone already exceeds the exact magnitude.

### (d) Small radius

As $R\to0$ every $u_l$ grows. Since $(\sqrt{1+u}+\sqrt u)^2>4u$,

$$
\frac{F(u_l)}R<\frac1{4u_lR}=\frac{2}{l(l+1)(2l+1)},
$$

and the two sides become equal in the limit. The right side is summable and independent of $R$, so the limit may be taken term by term: $E_c^{\rm RPA}\to-2S$ with $S=\sum_{l\ge1}1/[l(l+1)(2l+1)]$.

To find $S$, use partial fractions:

$$
\frac1{l(l+1)(2l+1)}=\frac1l+\frac1{l+1}-\frac4{2l+1}.
$$

Let $H_N=\sum_{k=1}^N1/k$. The odd reciprocals sum to $\sum_{l=1}^N1/(2l+1)=H_{2N+1}-\tfrac12H_N-1$. The partial sum of $S$ is therefore

$$
H_N+(H_{N+1}-1)-4H_{2N+1}+2H_N+4
=3+3H_N+H_{N+1}-4H_{2N+1}.
$$

Since $H_N-\ln N$ tends to a constant, which cancels here, $S=3-4\ln2$. Thus

$$
E_c^{\rm RPA}\to8\ln2-6=-0.4548\ \text{hartree}.
$$

For the exact energy, $R^2H$ is a radius-independent kinetic operator plus a repulsion proportional to $R$, so small $R$ is weak coupling. The normalized pair states of zero total angular momentum are $\sqrt{2l+1}\,P_l(\cos\theta)/(4\pi)$, with kinetic energy $l(l+1)/R^2$. Their matrix element with the reference is $\sqrt{2l+1}\times1/[R(2l+1)]=1/(R\sqrt{2l+1})$. Second-order perturbation theory gives

$$
E_c^{\rm exact}\to-\sum_{l\ge1}\frac{1/[R^2(2l+1)]}{l(l+1)/R^2}=-S=4\ln2-3=-0.2274\ \text{hartree}.
$$

The dRPA limit is twice the exact one. At second order the dRPA logarithm contributes $-\tfrac12(\chi_0v)^2$, where $\chi_0$ is the sum of two equal spin parts. Half of the square pairs opposite spins and half pairs equal spins. With one electron of each spin, the equal-spin half is an electron correlating with itself. Second-order exchange, absent from dRPA, removes it. For $l=1,2$ together the program finds $-0.200$ hartree from each half, and it tests that the opposite-spin half equals the exact second-order contribution.

### (e) Large radius

From $2l^3<l(l+1)(2l+1)<2(l+1)^3$ and the decrease of $F$,

$$
F\left(\frac{(l+1)^3}{4R}\right)<F(u_l)<F\left(\frac{l^3}{4R}\right).
$$

Let $I=\int_0^\infty F(z^3/4R)\,dz$. The upper terms, summed over $l\ge1$, lie below $I$. The lower terms sum to at least $\int_2^\infty F\,dz\ge I-2$, because $F\le1$. Therefore

$$
I-2\le\sum_{l\ge1}F(u_l)\le I .
$$

To evaluate $I$, put $z=(4Ru)^{1/3}$ and then $u=\sinh^2s$, for which $F=e^{-2s}$:

$$
I=\frac{(4R)^{1/3}}3\int_0^\infty u^{-2/3}F(u)\,du
=\frac{(4R)^{1/3}}3\int_0^\infty2\sinh^{-1/3}s\,\cosh s\;e^{-2s}\,ds .
$$

Because $2\sinh^{-1/3}s\cosh s$ is the derivative of $3\sinh^{2/3}s$, integration by parts turns the last integral into $6\int_0^\infty\sinh^{2/3}s\,e^{-2s}ds$; the boundary terms vanish. With $q=e^{-2s}$, $\sinh s=q^{-1/2}(1-q)/2$ and $ds=-dq/(2q)$, this is

$$
3\cdot2^{-2/3}\int_0^1q^{-1/3}(1-q)^{2/3}dq=3\cdot2^{-2/3}B\left(\tfrac23,\tfrac53\right),
$$

where $B$ is the Euler beta function. The prefactor $2^{2/3}R^{1/3}/3$ leaves $I=CR^{1/3}$ with $C=B(\tfrac23,\tfrac53)=1.0267$, and

$$
-CR^{-2/3}\le E_c^{\rm RPA}\le-CR^{-2/3}+\frac2R .
$$

The exact energy behaves differently. Kinetic energy is not negative and $r\le2R$, so $E\ge1/(2R)$ and $E_c^{\rm exact}\ge-1/(2R)$. At large $R$ the electrons sit near opposite points. With $\beta=\pi-\theta$ small, $r=2R\cos(\beta/2)$ and

$$
H\approx\frac1{2R}-\frac1{R^2}\nabla_\beta^2+\frac{\beta^2}{16R},
$$

where $\nabla_\beta^2$ is the Laplacian of a plane. Acting on $e^{-a\beta^2/2}$, the kinetic term gives $(2a-a^2\beta^2)/R^2$. The $\beta^2$ terms cancel for $a=\sqrt R/4$, leaving the zero-point energy $2a/R^2=1/(2R^{3/2})$. Hence

$$
E_c^{\rm exact}\approx-\frac1{2R}+\frac1{2R^{3/2}},\qquad
\frac{E_c^{\rm RPA}}{E_c^{\rm exact}}\sim2CR^{1/3}.
$$

The dRPA error, relative to the exact correlation energy, grows without limit. The number of soft channels grows as $R^{1/3}$ and each gives nearly $-1/R$, whereas the exact state can gain at most $1/(2R)$ in all. Numerical solution of the equation in (c) gives the exact column below, with energies in hartree:

| $R$ (bohr) | dRPA | exact | ratio | share of $l=1$ in dRPA |
|---|---|---|---|---|
| 0.1 | −0.4333 | −0.2161 | 2.005 | 0.722 |
| 1 | −0.3211 | −0.1472 | 2.181 | 0.650 |
| 5 | −0.1844 | −0.0605 | 3.046 | 0.509 |
| 20 | −0.0944 | −0.0197 | 4.784 | 0.361 |
| 100 | −0.0382 | −0.0045 | 8.469 | 0.220 |

The factor of two thus belongs to small radii. Halving the dRPA energy would not repair it at large $R$.

## Variation 1: a quadratic exact state

*Find a radius at which $\psi=1+r+ar^2$, with $a>0$, is the ground state.*

Let $c=1/(4R^2)$. The bracket in the equation of (c) is

$$
r(1-cr^2)(1+2ar)=r+2ar^2-cr^3-2acr^4 .
$$

Differentiating, dividing by $-r$ and adding $\psi/r$ gives

$$
(1-4a)+(3c+a)r+8ac\,r^2=E(1+r+ar^2).
$$

The $r^2$ terms require $E=8c$. The linear terms then give $a=5c$, and the constant terms give $1-20c=8c$. So $c=1/28$, which means $R=\sqrt7$ bohr, $a=5/28$ and $E=2/7$ hartree. The function is positive, so it is the ground state. The numerical solution gives 0.285714 hartree, in agreement. The correlation energy is $2/7-1/\sqrt7$ hartree.

## Variation 2: the sign of the total energy

*$H$ is a positive operator. Does the total dRPA energy $1/R+E_c^{\rm RPA}$ stay positive?*

It does not. The upper bound in (e) gives

$$
\frac1R+E_c^{\rm RPA}\le\frac3R-\frac{C}{R^{2/3}},
$$

which is negative for $R>(3/C)^3=24.95$ bohr. This radius is sufficient, not necessary. Multiplied by $R$, the total energy is $1-\sum_lF(u_l)$. Each $u_l$ falls as $R$ grows, so each $F(u_l)$ rises and the total changes sign once. Numerically this happens at $R=5.777$ bohr, where the exact energy is still $0.1186$ hartree. Beyond that radius dRPA assigns a negative energy to two electrons that have nothing but kinetic energy and mutual repulsion. Such a result is possible because the dRPA energy is not the expectation value of $H$ in a two-electron state, and so has no variational lower bound.

## Computed values

```
WORKED EXAMPLE, energies in hartree
radius R = 0.866025 bohr
reference energy 1/R = 1.154701
l   gap       coupling  u         frequency  channel energy
1   1.333333  0.384900  0.866025  1.957186  -0.218921
2   4.000000  0.230940  4.330127  4.437910  -0.059927
3   8.000000  0.164957 12.124356  8.323379  -0.022875
4  13.333333  0.128300 25.980762 13.587511  -0.010902
sum of channels l=1 to 4 = -0.312625
all channels l>=5 = -0.019796
dRPA correlation energy = -0.332421 hartree = -9.0456 eV
exact total energy (numerical) = 1.00000000
exact correlation energy = -0.154701 hartree = -4.2096 eV
ratio dRPA/exact = 2.1488
total dRPA energy = 0.822279
exact energy at R = sqrt(7) bohr = 0.28571429
TABLE, R in bohr, energies in hartree
R      Ec dRPA    Ec exact   ratio   l=1 share  total dRPA
  0.1  -0.433271  -0.216126   2.0047   0.7220    9.566729
  0.5  -0.370683  -0.179399   2.0662   0.6853    1.629317
  1.0  -0.321130  -0.147219   2.1813   0.6499    0.678870
  2.0  -0.262241  -0.108041   2.4272   0.5984    0.237759
  5.0  -0.184365  -0.060529   3.0459   0.5091    0.015635
 10.0  -0.134129  -0.035475   3.7809   0.4340   -0.034129
 20.0  -0.094376  -0.019728   4.7839   0.3605   -0.044376
 50.0  -0.057094  -0.008636   6.6109   0.2744   -0.037094
100.0  -0.038219  -0.004513   8.4694   0.2201   -0.028219
LIMITS
R->0: dRPA 8 ln2 - 6 = -0.454823 hartree
R->0: exact 4 ln2 - 3 = -0.227411 hartree
extrapolated from small R: dRPA -0.45482, exact -0.2274
second order, l=1,2: same spin -0.200000 hartree
second order, l=1,2: opposite spin -0.200000 hartree
C = B(2/3,5/3) = 1.026695 (by quadrature 1.026695)
-Ec(dRPA) R^(2/3)/C at R = 1e6 bohr: 0.99028
(E-1/(2R)) 2R^(3/2) at R = 1000 bohr: 0.99208
(E-1/(2R)) 2R^(3/2) at R = 4000 bohr: 0.99604
total dRPA energy is zero at R = 5.7773 bohr
exact total energy at that radius = 0.118641 hartree
radius beyond which the bound forces a negative total: 24.948 bohr
```
